# A short ionizing pulse does not guarantee a moving hole

Anyone who simulates the motion of a hole after photoionization must choose its initial state. One choice is a wave function, a superposition of cation states with definite relative phases. The other is a density matrix, whose off-diagonal elements may be small or zero. The first choice gives a charge that swings through the molecule, while the second may give one that stays still.

The belief that settles the matter in favour of the wave function runs as follows. Two cation states separated by an energy $\Delta$ beat with period $2\pi\hbar/\Delta$. A pulse much shorter than this period has a bandwidth much larger than $\Delta$, so the electron's energy cannot reveal which cation state was left behind. The two states are therefore excited coherently, and the hole moves.

Up to its last sentence the argument is sound. But energy is only one of the properties of the photoelectron. Its direction and parity can also record the state of the ion, and shortening the pulse does not erase that record.

## The hole's state after the electron is traced out

Take a neutral molecule of energy zero, fixed nuclei and a weak field with vector potential $\hat{\mathbf e}A_0a(t)\cos\omega t$. The envelope $a(t)$ spans many optical cycles, so only the absorbing part, $\tfrac12A_0a(t)e^{-i\omega t}$, is kept. Let cation state $n$ have ionization energy $I_n$, and let the electron have wave vector $\mathbf k$ and energy $\varepsilon$. With the coupling $(e/m)\mathbf A\cdot\mathbf P$, where $\mathbf P$ is the total electron momentum, first-order perturbation theory gives

$$c_n(\mathbf k)=-\frac{ieA_0}{2\hbar m}\,D_n(\mathbf k)\,\tilde a(\Omega_n),\qquad \Omega_n=\frac{I_n+\varepsilon}{\hbar}-\omega,$$

where $D_n=\langle n,\mathbf k|\hat{\mathbf e}\cdot\mathbf P|0\rangle$ and $\tilde a(\Omega)=\int a(t)e^{i\Omega t}dt$.

Normalize the ionized part of the state to one and call the population of channel $n$ $p_n$. The joint state is then

$$|\Psi\rangle=\sum_n\sqrt{p_n}\,|n\rangle|\chi_n\rangle,\qquad |\chi_n\rangle=\frac{1}{\sqrt{p_n}}\int d^3k\,c_n(\mathbf k)|\mathbf k\rangle .$$

A measurement on the ion alone sees the trace over the electron:

$$\rho_{nm}=\int d^3k\,c_nc_m^*=\sqrt{p_np_m}\,\langle\chi_m|\chi_n\rangle .$$

The degree of coherence of two states is therefore the overlap of their photoelectron states:

$$g=\frac{|\rho_{12}|}{\sqrt{\rho_{11}\rho_{22}}}=|\langle\chi_2|\chi_1\rangle| .$$

Only $\rho_{12}$ carries a beating phase, so without this overlap no property of the ion oscillates at the frequency $\Delta/\hbar$. For a closed-shell neutral, both channels have the same electron-hole spin state. Spin is then a common factor and does not lower $g$.

Later scattering of the electron does not repair the loss. If it acts on the electron and its surroundings but not on the hole, it is a unitary operation common to both channels, and it leaves the overlap unchanged.

## What a short pulse does achieve

Suppose that $D_n$ hardly changes with energy across the pulse bandwidth, and that this bandwidth is small compared with $\varepsilon$. The integral for $\rho_{12}$ then splits into one over directions and one over energy. With $I_2-I_1=\Delta$, we have $\Omega_2=\Omega_1+\Delta/\hbar$, and the energy integral is

$$\int d\Omega\,\tilde a(\Omega)\tilde a^*(\Omega+\Delta/\hbar)
=\iint dt\,dt'\,a(t)a^*(t')e^{-i\Delta t'/\hbar}\int d\Omega\,e^{i\Omega(t-t')} .$$

The last integral is $2\pi\delta(t-t')$. Dividing by the same expression at $\Delta=0$, which normalizes the populations, gives

$$F=\frac{\int|a(t)|^2e^{-i\Delta t/\hbar}dt}{\int|a(t)|^2dt},\qquad
g=|F|\,\frac{\left|\int d\hat{\mathbf k}\,D_1D_2^*\right|}{\sqrt{\int d\hat{\mathbf k}\,|D_1|^2\int d\hat{\mathbf k}\,|D_2|^2}} .$$

For $|a|^2=e^{-t^2/\tau^2}$, completing the square gives $F=e^{-\Delta^2\tau^2/4\hbar^2}$. A short pulse brings $F$ to one. The second factor does not contain the pulse length.

Bandwidth alone does not even secure $F$. Give the spectrum a quadratic phase, $\tilde a\propto e^{-\Omega^2\tau^2/2+i\varphi_2\Omega^2/2}$, and write $s=\Delta/\hbar$ and $u=\Omega+s/2$. The product in the energy integral becomes

$$\tilde a(\Omega)\tilde a^*(\Omega+s)\propto e^{-\tau^2u^2-\tau^2s^2/4}\,e^{-i\varphi_2su} .$$

Integration over $u$ adds a factor $e^{-\varphi_2^2s^2/4\tau^2}$. Hence $\tau^2$ in $F$ is replaced by $\tau^2+\varphi_2^2/\tau^2$, which is the square of the stretched duration. The intensity profile in time is what counts.

## Two sites for the hole

Let the hole sit on a left or a right site, $|L\rangle$ or $|R\rangle$, a distance $R$ apart. Apart from a constant, the cation Hamiltonian is

$$H=-\frac{\delta}{2}\sigma_z+v\sigma_x,\qquad \Delta=\sqrt{\delta^2+4v^2},$$

with $\sigma_z=+1$ on the left. The sites, at $\mp\mathbf R/2$, carry spherical orbitals whose emission differs only in strength and whose mutual overlap is neglected, and the light is polarized along $\mathbf R$. For a plane-wave electron, the amplitude from site $s$ is proportional to $\sqrt{p_s}\,(\hat{\mathbf e}\cdot\mathbf k)\,e^{-i\mathbf k\cdot\mathbf R_s}$, where $p_s$ is the share of ionization at that site.

Let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf R$, and let $x=kR$. Then $D_LD_R^*$ carries the weight $\mu^2$ and the phase $e^{ix\mu}$. In the short-pulse limit $\rho_{LR}=\sqrt{p_Lp_R}\,J$, with

$$J=3\int_0^1\mu^2\cos(x\mu)\,d\mu=3\left[\frac{\sin x}{x}+\frac{2\cos x}{x^2}-\frac{2\sin x}{x^3}\right],$$

after two integrations by parts.

Write $\rho=\tfrac12(1+\mathbf r\cdot\boldsymbol\sigma)$. Then $r_x=2\sqrt{p_Lp_R}\,J$, $r_y=0$ and $r_z=p_L-p_R$. The Hamiltonian is $(\Delta/2)\,\mathbf h\cdot\boldsymbol\sigma$ with $\mathbf h=(2v,0,-\delta)/\Delta$, and the unit vector perpendicular to $\mathbf h$ in the same plane is $\mathbf e_\perp=(\delta,0,2v)/\Delta$. The two components of $\mathbf r$ are

$$r_h=\frac{2vr_x-\delta r_z}{\Delta},\qquad r_e=\frac{\delta r_x+2vr_z}{\Delta}.$$

The component along $\mathbf h$ fixes the populations $(1\pm r_h)/2$ of the energy eigenstates and does not move. The other component is their coherence, reduced by the pulse to $|\rho_{12}|=F|r_e|/2$. It precesses about $\mathbf h$ at the rate $\Delta/\hbar$. Since $\mathbf e_\perp$ has $z$ component $2v/\Delta$,

$$P_L-P_R=-\frac{\delta}{\Delta}r_h+F\,\frac{2v}{\Delta}\,r_e\cos\frac{\Delta t}{\hbar},\qquad g=\frac{F|r_e|}{\sqrt{1-r_h^2}} .$$

The belief is correct in a definite case. From the components above,

$$r_h^2+r_e^2=r_x^2+r_z^2=1-4p_Lp_R(1-J^2).$$

If this equals one and $r_e\neq0$, then $g=F$. That happens when $J=1$, so that the electron does not reveal the site, or when all ionization occurs on one site. The first case is the limit $kR\to0$, where $J\approx1-3x^2/10$; but a slow electron is poorly described by a plane wave.

## A number for a half-femtosecond pulse

Take a photon energy of 92 eV, a mean ionization energy of 8.5 eV, $R=0.50$ nm, $v=0.30$ eV, $\delta=0.40$ eV and $p_L=0.70$. The gap is $\Delta=\sqrt{0.40^2+0.60^2}=0.721$ eV and the beat period is 5.74 fs. A pulse with an intensity width of 0.50 fs at half maximum has $\tau=0.300$ fs and a bandwidth of 3.65 eV, about five times the gap. Its temporal factor is $F=0.973$, so the belief promises nearly full coherence.

The electron leaves with 83.5 eV, hence $k=46.8\ \mathrm{nm^{-1}}$, $x=23.4$ and $J=-0.128$. Then $r_x=2\sqrt{0.21}\times(-0.128)=-0.117$ and $r_z=0.40$, so that

$$r_e=\frac{0.40(-0.117)+0.60(0.40)}{0.721}=0.268,\qquad r_h=\frac{0.60(-0.117)-0.40(0.40)}{0.721}=-0.319 .$$

The degree of coherence is $g=0.973\times0.268/\sqrt{1-0.319^2}=0.275$, and $P_L-P_R$ swings with amplitude $0.973\times(0.60/0.721)\times0.268=0.217$. Keeping the energy dependence of the dipoles changes these values to 0.276 and 0.219.

With all other settings fixed, and with energy-dependent dipoles, the pulse length acts as follows:

| Pulse width (fs) | $g$ |
|---:|---:|
| 8 | 0.0003 |
| 4 | 0.050 |
| 2 | 0.183 |
| 1 | 0.254 |
| 0.5 | 0.276 |
| 0.25 | 0.286 |

The coherence stays far below one. The formula with constant dipoles gives 0.283 for $F=1$. The last entry lies slightly above this because the phases of the dipoles vary over its wide band. The rise continues for still shorter pulses, to 0.30 at 0.12 fs, so 0.283 is the limit for constant dipoles and not a strict bound. A pulse of 0.12 fs has fewer than three optical cycles within its width, however, which strains the assumption of a slowly varying envelope. If the 0.50 fs pulse is instead chirped to 5.0 fs at unchanged bandwidth, $F$ falls to 0.067.

## The symmetric pair

Now let the sites be equivalent, with $\delta=0$ and $p_L=p_R$. Then $r_z=0$, hence $r_e=0$, and the hole does not swing for any pulse length.

This result does not depend on plane waves. Let the neutral state be even under inversion. The dipole coupling is odd, so the joint final state is odd. An even cation state must be accompanied by an odd electron, and an odd cation state by an even one. Their overlap vanishes by parity, even when the molecule distorts the electron waves. Left-right motion needs coherence between precisely these two kinds of cation state.

A one-dimensional double well with numerically computed continuum states, ionized by the same 0.50 fs pulse, tests this. With equal wells $g$ is $2\times10^{-11}$, which is zero to rounding. Making one well 0.3 eV shallower makes it clearly nonzero: 0.55 on the grid of 0.01 nm used here, falling to 0.35 when the grid is refined to convergence. These values use the position form of the dipole coupling; the momentum form gives 0.36 at convergence.

The motion is present in the joint state, however. If the pulse is short and the electron is detected in direction $\mu$, the hole is left in a state proportional to $e^{ix\mu/2}|L\rangle+e^{-ix\mu/2}|R\rangle$. Now $\rho_{LR}=\tfrac12e^{ix\mu}$, so $r_y=-\sin(x\mu)$. Precession about the $x$ axis turns this component into

$$P_L-P_R=-F\sin(x\mu)\sin\frac{2vt}{\hbar} .$$

For electrons within 10° of one end of the axis, the swing is 0.94 once angles and energies in the cone are averaged. Such a cone holds 2.2 % of the electrons. The opposite cone gives the opposite motion, and the sum over all directions gives none. An experiment that records the ion in coincidence with the electron's direction can therefore call for a moving hole where one that ignores the electron does not.

## The model beside an EUV resist

The parameters are round model values, with the photon energy of an organic resist exposed at 13.5 nm. A coupling of 0.30 eV is strong for aromatic rings 0.50 nm apart: unlinked stacked rings at this distance couple by only some hundredths of an eV. The example therefore describes a strongly coupled model pair, not a particular resist molecule. Resist exposure does not satisfy the assumption of a short pulse. A pulse of 10 ns, taken here as an order of magnitude for a scanner, spans $1.7\times10^6$ hole periods. Averaging over many pulses replaces $|a|^2$ in $F$ by its mean, and for a smooth mean profile of this length $F$ is negligible; in the table, $g$ has already dropped to 0.0003 at 8 fs. Under these conditions, the average over ionization times leaves negligible coherence between cation eigenstates separated by such a gap. A model of the average hole left by direct photoionization can start from this state if all later steps are slow compared with the beat. If trapping, reaction or nuclear motion acts within about a beat period, each hole must instead be followed from its own moment of ionization, starting with the coherence of the short-pulse limit, and the results averaged afterwards. Holes made by secondary electrons, which are also numerous in a resist, lie outside this argument.

For an attosecond experiment on similar molecules, other omissions matter:

- **Electron waves.** The Coulomb parameter $1/(ka_0)$, with $a_0$ the Bohr radius, is 0.40. This is not small, and real ring orbitals are not spherical, so $J=-0.128$ is a model value. The parity result survives both changes if the pair keeps its inversion symmetry.
- **Photon momentum.** If a symmetric pair lies along the beam, the light's phase differs by 0.23 rad between the sites and parity no longer forbids motion. The photon momentum also tilts the emission forward along the beam. In this model the two effects together give a swing of $2.5\times10^{-4}$ at the central electron energy. This value lies near a node; at electron energies of 75 or 92 eV the swing is about $1\times10^{-3}$. A pair at 45° to 60° to the beam, with the polarization in the plane of pair and beam, swings by about $1\times10^{-2}$. This is larger but still small.
- **Nuclear motion.** Let a classical mode $q$ of stiffness $K$ shift the gap by $Gq$. The thermal variance of the gap is $G^2k_BT/K=2\lambda k_BT$, where $\lambda=G^2/2K$ is the reorganization energy. For nuclei frozen during the beat, the Gaussian average multiplies the coherence by $e^{-\lambda k_BTt^2/\hbar^2}$. With a rough $\lambda=0.20$ eV at 300 K, this falls to $e^{-1/2}$ in 6.5 fs, little more than one beat period. Zero-point motion, left out here, widens the spread and shortens the time. For a harmonic mode with a quantum of 0.17 eV and the same $\lambda$, the time is 3.6 fs for frozen nuclei and 3.7 fs when the mode is allowed to move, less than one beat period in both cases. A single undamped mode restores the coherence after its vibrational period of 24 fs; a lasting loss needs several modes or damping.

If the ion does nothing but beat while the pulse lasts, the starting point for a simulation of the ion alone is thus $\rho_{nm}=\int d^3k\,c_nc_m^*$, built from the ionization amplitudes with their phases. A wave function is justified when this matrix is nearly pure, or when the measurement selects the electron narrowly enough to make it so. After a short pulse a narrow range of directions can suffice; after a long one the energy must be selected as well. The main values are in the numerical output below.

## Table of computed values

```
INPUTS (round model values)
photon energy                         92.0 eV
photon wavelength                     13.48 nm
mean ionization energy                8.5 eV
site distance                         0.50 nm
hole coupling v                       0.30 eV
site energy difference delta          0.40 eV
share of ionization at left site      0.70
pulse intensity FWHM                  0.50 fs
MAIN PAIR
pulse parameter tau                   0.3003 fs
pulse spectral FWHM                   3.65 eV
cation gap                            0.7211 eV
hole beat period                      5.735 fs
photoelectron energy                  83.5 eV
photoelectron wave number k           46.81 1/nm
k times distance                      23.407 rad
emission-pattern overlap J            -0.1279
temporal factor F                     0.9733
Bloch static part r_h                 -0.3194
Bloch moving part r_e                 0.2678
short-pulse ceiling of g              0.2826
g, flat dipoles                       0.2751
g, energy-dependent dipoles           0.2763
swing of P_L - P_R, flat dipoles      0.2169
swing, energy-dependent dipoles       0.2187
largest propagation error, flat       1.4e-06
largest propagation error, full       1.4e-06
COHERENCE g AGAINST PULSE FWHM (main pair)
FWHM  8.00 fs                         g = 0.0003
FWHM  4.00 fs                         g = 0.0500
FWHM  2.00 fs                         g = 0.1833
FWHM  1.00 fs                         g = 0.2539
FWHM  0.50 fs                         g = 0.2763
FWHM  0.25 fs                         g = 0.2860
SAME BANDWIDTH, CHIRPED PULSE
stretched FWHM                        5.00 fs
temporal factor F                     0.0668
SYMMETRIC PAIR (delta = 0, equal shares)
largest |P_L - P_R|, all electrons    1.4e-16
1D double well g, symmetric           1.6e-11
1D double well g, depths differ 0.3 eV 0.5490
selected cone half-angle              10 degrees
share of electrons in one cone        0.0224
swing for electrons in one cone       0.9370
NEGLECTED EFFECTS
photon phase across pair along beam   0.233 rad
symmetric-pair swing from this phase  2.5e-04
overlap of the two site orbitals      0.0154
Coulomb parameter 1/(k a0)            0.404
reorganization energy (rough)         0.20 eV
dephasing time to exp(-1/2), 300 K    6.47 fs
hole periods in a 10 ns pulse         1.74e+06
```
